# Elastic energy of a misfitting spherical precipitate in an infinite matrix, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The energy of the misfitting sphere

### 1.1 Definitions and conventions

A matrix contains a spherical hole of radius $a$ and volume $V=4\pi a^3/3$. A particle that is free of stress has the radius $a(1+e)$. The number $e$ is the **linear misfit**: positive for a particle too large for its hole, negative for one too small. The particle is put into the hole and the two surfaces are joined, so that they move together. We want the elastic energy $E$ then stored in particle and matrix together.

The symbols are:

- $K$, $G$: bulk and shear modulus of the particle.
- $K_m$, $\mu$: bulk and shear modulus of the matrix.
- $r$: distance from the centre; $\mathbf n$: unit vector pointing outward.
- $u(r)$: radial displacement.
- $p$: pressure in the particle, positive in compression.
- $c=u(a)/a$: strain of the hole wall.

Stress is counted positive in tension, so a pressure $p$ is the stress $-p\,\delta_{ij}$. Repeated indices are summed, and $\sigma{:}\varepsilon$ means $\sigma_{ij}\varepsilon_{ij}$.

The assumptions are that both bodies are isotropic and linearly elastic, that $|e|\ll1$, that the matrix is infinite and unloaded far away, and that the interface has no tension of its own. Under these assumptions

$$E=\frac{18\,\mu K V e^2}{3K+4\mu}. \tag{1}$$

The bulk modulus is that of the particle and the shear modulus that of the matrix. The other two moduli, $G$ and $K_m$, do not appear. For $e<0$ the interface is pulled apart, and the result then needs a bond that can carry tension. For $e>0$ the surfaces are pressed together, and contact alone is enough.

### 1.2 One displacement field for both bodies

It is convenient to describe the particle by a reference sphere of radius $a$, the size of the hole. Relative to this reference, the stress-free particle has the strain $e\,\delta_{ij}$. If the actual strain is $\varepsilon_{ij}$, the part that causes stress is

$$\eta_{ij}=\varepsilon_{ij}-e\,\delta_{ij}\ \ (r<a),\qquad \eta_{ij}=\varepsilon_{ij}\ \ (r>a).$$

With this choice the displacement $u$ is continuous at $r=a$: both surfaces start at $a$ and end at $a+u(a)$. The volumes of hole and free particle differ by the relative amount $3e$. Using one or the other in (1) changes $E$ by a term of order $e^3$, which linear elasticity does not resolve.

An isotropic body with moduli $K$ and $G$ obeys

$$\sigma_{ij}=K\eta_{kk}\delta_{ij}+2G\,\eta'_{ij},\qquad \eta'_{ij}=\eta_{ij}-\tfrac13\eta_{kk}\delta_{ij}. \tag{2}$$

The energy per volume is half of stress times strain. Since $\eta'_{ij}$ has no trace, the cross terms vanish, and

$$W=\tfrac12\sigma{:}\eta=\tfrac12K\eta_{kk}^2+G\,\eta'{:}\eta'. \tag{3}$$

In the matrix, $K$ and $G$ are replaced by $K_m$ and $\mu$.

The displacement may be taken as radial. The energy is a positive quadratic form in $\eta$. If two different strain fields both had the least energy, the mean of their displacements would have a lower energy still, which is a contradiction. The minimizing strain is therefore unique. Rotating the solution about the centre gives another solution of the same problem, hence the same strain. So the strain has spherical symmetry, and apart from a rigid motion the displacement is $u(r)\mathbf n$.

### 1.3 Strain, stress and balance of forces

Two neighbouring points on one radius, $dr$ apart, end up $dr+u'\,dr$ apart, so $\varepsilon_{rr}=u'$. A circle of radius $r$ about the centre becomes one of radius $r+u$, so its length grows by the fraction $u/r$, and $\varepsilon_{\theta\theta}=\varepsilon_{\phi\phi}=u/r$. Two combinations will be needed:

$$\Delta=u'+\frac{2u}{r},\qquad D=u'-\frac ur .$$

$\Delta$ is the dilatation, the relative change of volume. $D$ measures the shear. The traceless part of the strain has the components

$$\varepsilon'_{rr}=u'-\tfrac13\Delta=\tfrac23D,\qquad \varepsilon'_{\theta\theta}=\varepsilon'_{\phi\phi}=\frac ur-\tfrac13\Delta=-\tfrac13D,$$

and therefore

$$\varepsilon'{:}\varepsilon'=\left(\tfrac49+\tfrac19+\tfrac19\right)D^2=\tfrac23D^2. \tag{4}$$

For the matrix, (2) gives

$$\sigma_{rr}=K_m\Delta+\tfrac43\mu D,\qquad \sigma_{\theta\theta}=K_m\Delta-\tfrac23\mu D. \tag{5}$$

For the balance of forces, cut a thin shell between $r$ and $r+dr$ in half. A uniform normal stress $\sigma_{rr}$ on a hemisphere of radius $r$ has the resultant $\pi r^2\sigma_{rr}$ along the axis. The difference of this force between the outer and inner surface must be held by the hoop stress on the cut, whose area is $2\pi r\,dr$:

$$\frac{d}{dr}\left(r^2\sigma_{rr}\right)=2r\,\sigma_{\theta\theta}
\quad\Longrightarrow\quad
\sigma_{rr}'+\frac2r(\sigma_{rr}-\sigma_{\theta\theta})=0. \tag{6}$$

From (5), $\sigma_{rr}-\sigma_{\theta\theta}=2\mu D$. Equation (6) becomes

$$K_m\Delta'+\tfrac43\mu\left(D'+\frac{3D}{r}\right)=0 .$$

The bracket is again $\Delta'$, because

$$D'+\frac{3D}{r}=u''-\frac{u'}{r}+\frac{u}{r^2}+\frac{3u'}{r}-\frac{3u}{r^2}
=u''+\frac{2u'}{r}-\frac{2u}{r^2}=\Delta'.$$

Hence $(K_m+\tfrac43\mu)\Delta'=0$, and the dilatation is uniform. Write it as $3A$. Since $\Delta=(r^2u)'/r^2$, one integration of $(r^2u)'=3Ar^2$ gives $r^2u=Ar^3+B$, or

$$u=Ar+\frac{B}{r^2}. \tag{7}$$

The same form holds in the particle. There $\Delta$ is replaced by $\Delta-3e$ in the stress, but the constant $3e$ drops out of the derivative, and $D$ is unchanged because the misfit strain has no shear.

### 1.4 The particle: compression without shear

The displacement must stay finite at the centre, so $B=0$ in the particle. The condition $u(a)=ca$ then gives $u=cr$. It follows that $D=c-c=0$ and $\Delta=3c$. The stress is the same everywhere in the particle and in all directions:

$$-p=K(3c-3e),\qquad p=3K(e-c). \tag{8}$$

The shear modulus $G$ is absent because there is no shear for it to resist. This rests on the spherical shape together with the equal misfit in all directions. A particle with $G=0$, which behaves like a compressible fluid, has the same energy.

### 1.5 The matrix: shear without compression

In the infinite matrix the displacement must die out at large $r$, so $A=0$. With $u(a)=ca$,

$$u=\frac{ca^3}{r^2},\qquad \Delta=0,\qquad D=-\frac{2ca^3}{r^3}-\frac{ca^3}{r^3}=-\frac{3ca^3}{r^3}. \tag{9}$$

The matrix is sheared but its volume is nowhere changed, and this is why $K_m$ is absent. In geometrical terms, the volume pushed out through a sphere of any radius $r\ge a$ is $4\pi r^2u=4\pi ca^3=3cV$. Each such sphere passes on the whole volume gained by the hole. From (5),

$$\sigma_{rr}=-4\mu c\,\frac{a^3}{r^3},\qquad \sigma_{\theta\theta}=\sigma_{\phi\phi}=+2\mu c\,\frac{a^3}{r^3}. \tag{10}$$

An oversized particle squeezes the matrix along the radius and stretches it around the circumference. The two effects cancel in the trace.

This has a consequence for gettering, the removal of dissolved metal impurities from the active part of a crystal. Let a dissolved atom be modelled as a small centre that expands its surroundings equally in all directions. The work it does against an existing stress is pressure times added volume. By (10) the pressure in the matrix is zero, so in this isotropic model, and to first order, such an atom is neither attracted nor repelled by the strained matrix around the sphere. In a cubic crystal such as silicon the pressure around the sphere does not vanish everywhere, and an interaction that depends on direction remains. For the silica sphere in silicon of section 2.5, the pressure in the matrix at the wall is about $+14\,\%$ of $p$ along $\langle100\rangle$ and $-10\,\%$ along $\langle111\rangle$. For an added volume of one silicon atom this is roughly 0.01 eV, about a tenth of $kT$ at the anneal.

### 1.6 Joining the two

The normal stress must be continuous across the interface. The particle presses with $p$, and (10) at $r=a$ gives $-p=-4\mu c$:

$$p=4\mu c. \tag{11}$$

Equating (8) and (11) gives $3Ke-3Kc=4\mu c$, and therefore

$$c=\frac{3Ke}{3K+4\mu},\qquad e-c=\frac{4\mu e}{3K+4\mu},\qquad p=\frac{12\mu Ke}{3K+4\mu}. \tag{12}$$

The misfit is shared. The wall moves out by the fraction $3K/(3K+4\mu)$ of the misfit, and the particle gives way by the rest. The stiffer partner yields less, where the stiffness to compare is $3K$ for the particle and $4\mu$ for the matrix.

### 1.7 Adding up the energy

In the particle the elastic dilatation is $\eta_{kk}=-p/K$, and (3) gives

$$E_{\rm particle}=\tfrac12K\left(\frac pK\right)^2V=\frac{p^2V}{2K}. \tag{13}$$

In the matrix only the shear term of (3) is left. With (4) and (9),

$$W=\mu\cdot\tfrac23D^2=\mu\cdot\tfrac23\cdot\frac{9c^2a^6}{r^6}=\frac{6\mu c^2a^6}{r^6}.$$

Integration over the matrix gives

$$E_{\rm matrix}=\int_a^\infty\frac{6\mu c^2a^6}{r^6}\,4\pi r^2dr
=24\pi\mu c^2a^6\cdot\frac{1}{3a^3}=8\pi\mu c^2a^3=6\mu c^2V. \tag{14}$$

Inserting $c=p/(4\mu)$ turns this into $3p^2V/(8\mu)$. The sum is

$$E=\frac{p^2V}{2}\left(\frac1K+\frac3{4\mu}\right)=\frac{p^2V\,(3K+4\mu)}{8\mu K}. \tag{15}$$

By (12), one factor $p(3K+4\mu)$ equals $12\mu Ke$. Hence

$$E=\frac{p\,V\cdot12\mu Ke}{8\mu K}=\tfrac32\,p\,e\,V, \tag{16}$$

and inserting $p$ once more gives

$$E=\tfrac32eV\cdot\frac{12\mu Ke}{3K+4\mu}=\frac{18\mu KVe^2}{3K+4\mu},$$

which is (1). Dividing (13) by (15) gives the share held by the particle:

$$\frac{E_{\rm particle}}{E}=\frac{4\mu}{3K+4\mu}. \tag{17}$$

### 1.8 The same energy from the work of assembly

A second derivation avoids the integral over the matrix. First compress the free particle until it has the size of the hole. Its volume shrinks by the fraction $3e$, the pressure at the end is $3Ke$, and the work done is $\tfrac12K(3e)^2V=\tfrac92Ke^2V$.

Now place it in the hole, join the surfaces, and hold the interface by external forces that point inward. Let the interface move out slowly. When the wall strain has reached $c'$, the particle pushes outward with $3K(e-c')$ and the matrix pushes back with $4\mu c'$. The holding force per area is the difference. It falls linearly from $3Ke$ at $c'=0$ to zero at $c'=c$. The work given back to the holder is the mean force per area, times the area, times the path:

$$\tfrac12\cdot3Ke\cdot4\pi a^2\cdot ca=\tfrac92\,K\,e\,c\,V,$$

where $4\pi a^3=3V$ was used. What stays in the bodies is

$$E=\tfrac92KeV(e-c)=\tfrac32\,p\,e\,V, \tag{18}$$

the last step by (8). This agrees with (16). The argument needs a matrix reaction proportional to $c'$, but not its value $4\mu c'$. Equation (18) will therefore hold for a finite matrix too.

### 1.9 Limits and a numerical test

For a rigid particle, $K\to\infty$, equation (1) becomes $6\mu Ve^2$. The wall then moves by the whole misfit, and this is (14) with $c=e$. For a rigid matrix, $\mu\to\infty$, it becomes $\tfrac92KVe^2$, the work of squeezing the particle to the size of the hole. The inverse of (1) is the sum of the inverses of these two:

$$\frac1E=\frac{1}{6\mu Ve^2}+\frac{1}{\tfrac92KVe^2}. \tag{19}$$

Particle and matrix act like two springs in series, and the energy lies below both limits.

The formula was tested against a direct minimization of the elastic energy. The radial displacement was represented by straight pieces between many radii, without use of (7) or anything that follows from it. The matrix ended at $100a$. The five cases, written as $(K,G,K_m,\mu;e)$ with moduli in GPa, were $(37,31,98,67;0.01)$, $(37,1,98,67;0.01)$, $(37,31,250,67;0.01)$, $(160,60,98,67;-0.004)$ and $(20,10,50,150;0.02)$. The first three differ in nothing but $G$ or $K_m$. The largest deviation of the energy, relative to (1), was $4.8\times10^{-7}$. This figure mixes two errors of opposite sign: the free surface at $100a$ lowers the energy by up to $1.2\times10^{-6}$ (section 2.3), and the straight pieces raise it. The test therefore confirms (1) to about one part in $10^6$.

## Part 2. Relief of misfit, limits of the model, and oxide in silicon

### 2.1 Symbols and results carried over

A particle with bulk modulus $K$ and linear misfit $e$ sits in a hole of radius $a$ and volume $V$. The matrix has shear modulus $\mu$ and bulk modulus $K_m$. The wall strain is $c=u(a)/a$, and the pressure in the particle is $p=3K(e-c)$. For an infinite isotropic matrix, $p=4\mu c$ and

$$p=\frac{12\mu Ke}{3K+4\mu},\qquad E=\tfrac32peV=\frac{18\mu KVe^2}{3K+4\mu}. \tag{20}$$

The general radial displacement is $u=Ar+B/r^2$. The relation $E=\tfrac32peV$ holds whenever the matrix resists the wall with a pressure proportional to $c$.

### 2.2 Pressure as energy per misfit volume

The hole is too small by the **misfit volume** $v=3eV$. Let $v$ change while $V$, $K$ and $\mu$ are held fixed. With $e=v/(3V)$ in (20),

$$E=\frac{2\mu K}{3K+4\mu}\,\frac{v^2}{V},\qquad
\frac{dE}{dv}=\frac{4\mu K}{3K+4\mu}\,\frac vV=\frac{12\mu Ke}{3K+4\mu}=p. \tag{21}$$

Each small volume of room made for the particle releases elastic energy equal to $p$ times that volume.

A crystal can make room by sending atoms away from the wall as self-interstitials, that is, as extra atoms between the lattice sites. Let one such emission enlarge the stress-free hole by $\Omega$, the volume per atom of the crystal. If $\Omega\ll v$, the elastic energy falls by $p\Omega$.

The emission has a price if interstitials are already abundant. Let $S$ be their concentration divided by the concentration in equilibrium with stress-free crystal. For a dilute solution, adding one interstitial costs the free energy $kT\ln S$, which is zero at $S=1$ by the definition of equilibrium. The free energy of one emission is then $kT\ln S-p\Omega$. Emission can go on while this is negative, and it stops at

$$kT\ln S=p\,\Omega. \tag{22}$$

This treats the particle itself as fixed and leaves out the interface. Read the other way, (22) says that a given supersaturation sets the pressure, and so the misfit, that survives.

For an infinite isotropic matrix, the stored energy is given by (1), the pressure in the particle is the energy released per volume of room made for it, and (22) gives the interstitial supersaturation at which emission stops. Still to come are a matrix of finite size, a cubic matrix, the example of a silica precipitate in silicon, and the effects the model leaves out.
